# How much does a narrow copper line gain at 77 K?

## Question

I am estimating the resistance of a copper interconnect that will run in liquid nitrogen. The copper is 30 nm wide, 60 nm high and 10 µm long, and its resistivity at 293 K is 5 µΩ cm. Pure bulk copper has 1.68 µΩ cm at 293 K and about 0.20 µΩ cm at 77 K, a ratio of 8.4. May I divide the resistivity of my line by the same ratio? That would give $5\times0.20/1.68\approx0.6$ µΩ cm, and the line would go from 278 Ω to 33 Ω. If this is wrong, what should I expect instead, and how far can I trust the answer?

## Answer

The ratio 8.4 belongs to electrons that are scattered almost entirely by lattice vibrations (phonons). In your line most of the scattering has another origin, and cooling does not remove it. What carries over from bulk copper to the line is, to a good approximation, the *difference* between the two bulk values.

### Scattering rates add

Let an electron lose its drift velocity $v$ in a time $\tau$. In a field $E$,

$$m\frac{dv}{dt}=-eE-\frac{mv}{\tau}.$$

In the steady state the left side is zero, so $v=-eE\tau/m$. With $n$ electrons per volume the current density is $j=-nev=(ne^2\tau/m)E$, and therefore

$$\rho=\frac{E}{j}=\frac{m}{ne^2}\,\frac1\tau .$$

Resistivity is proportional to the scattering *rate*. Suppose phonons scatter at the rate $1/\tau_{ph}$ and everything else (walls, grain boundaries, impurities) at the rate $1/\tau_r$. If the two act independently, the chance of escaping both during $dt$ is

$$\left(1-\frac{dt}{\tau_{ph}}\right)\left(1-\frac{dt}{\tau_r}\right)=1-\left(\frac1{\tau_{ph}}+\frac1{\tau_r}\right)dt+O(dt^2).$$

The rates add, and so do the resistivities:

$$\rho(T)=\rho_{ph}(T)+\rho_r .$$

This is Matthiessen's rule. It is exact if each kind of scattering is described by a single relaxation time, the same for all directions of motion and all electron energies. Phonon scattering is inelastic and meets this only approximately. I return to this condition below, because walls and grain boundaries violate it.

### The numbers for your line

I treat the bulk values as pure phonon resistivity. At 293 K the rest is

$$\rho_r=5.00-1.68=3.32\ \text{µΩ cm}.$$

The walls, boundaries and impurities are still there at 77 K, so

$$\rho(77\ \text{K})=3.32+0.20=3.52\ \text{µΩ cm}.$$

Cooling has taken away $1.68-0.20=1.48$ µΩ cm, which is 30 % of the original resistivity. The gain is $5.00/3.52=1.42$. Even with no phonons left, simple addition would give a gain of only $5.00/3.32=1.51$.

For the resistance, $R=\rho L/(wh)$ gives

$$R(293\ \text{K})=\frac{5.00\times10^{-8}\times10^{-5}}{30\times10^{-9}\times60\times10^{-9}}\ \Omega=278\ \Omega,$$

and with 3.52 µΩ cm the same formula gives 196 Ω, not 33 Ω.

### Why the phonon part falls so far

If $\rho_{ph}$ were proportional to $T$, bulk copper would still have 0.44 µΩ cm at 77 K. The lower value follows from the Bloch–Grüneisen model. Take a phonon of wavenumber $q$ and energy $\hbar\omega\propto q$, and set $x=\hbar\omega/k_BT$. Four factors determine its contribution:

- The solid angle into which it scatters an electron on the Fermi sphere is proportional to $q\,dq$.
- The squared coupling of long waves to electrons is proportional to $q$.
- The lost fraction of forward momentum is $1-\cos\vartheta=q^2/2k_F^2$, with $\vartheta$ the scattering angle and $k_F$ the Fermi wavenumber.
- The phonon must be present, the initial electron state filled and the final one empty. With $N=1/(e^x-1)$ phonons in the mode, integrating over electron energies gives $\hbar\omega\,N(N+1)$. Divided by $k_BT$, this is $x/[4\sinh^2(x/2)]$. Emission contributes equally, by detailed balance.

The first three factors give $q^4dq\propto T^5x^4dx$. With the fourth,

$$\rho_{ph}\propto\left(\frac T\Theta\right)^5\int_0^{\Theta/T}\frac{x^5\,dx}{4\sinh^2(x/2)},$$

where the Debye temperature $\Theta$ marks the highest phonon energy. For $T\gg\Theta$, $x$ is small throughout, the denominator becomes $x^2$, and the integral is $(\Theta/T)^4/4$, so $\rho_{ph}\propto T$. For $T\ll\Theta$ the integral tends to a constant and $\rho_{ph}\propto T^5$.

At 77 K copper lies between these limits. With a rough $\Theta=330$ K, and the curve scaled to 1.68 µΩ cm at 293 K, the formula gives 0.198 µΩ cm. Values of 315 K and 345 K give 0.210 and 0.186. This uncertainty hardly matters beside the 3.32 µΩ cm that stays.

### When would cooling pay more?

Write $\rho_h$ and $\rho_c$ for the hot and cold bulk values. The gain is

$$G=\frac{\rho_h+\rho_r}{\rho_c+\rho_r}.$$

Multiplying out gives $G\rho_c+G\rho_r=\rho_h+\rho_r$. Collecting the terms in $\rho_r$,

$$\rho_r=\frac{\rho_h-G\rho_c}{G-1}.$$

This is the largest excess that still permits a gain $G$. For $G=2$ it is $(1.68-0.40)/1=1.28$ µΩ cm, and for $G=4$ it is $(1.68-0.80)/3=0.29$ µΩ cm. An eightfold gain would require an excess below $(1.68-1.60)/7\approx0.01$ µΩ cm, which means nearly perfect bulk copper.

| Line at 293 K (µΩ cm) | Gain at 77 K |
|---|---|
| 1.68 | 8.4 |
| 2.0 | 3.8 |
| 3.0 | 2.0 |
| 5.0 | 1.4 |
| 10.0 | 1.2 |

The table holds the bulk values fixed, varies the excess alone and assumes that cooling leaves the excess unchanged.

### Does a longer free path not mean more wall collisions?

The mean free path between phonon collisions is $\lambda=v_F\tau_{ph}$, with $v_F$ the Fermi speed. Putting $\tau_{ph}=\lambda/v_F$ and $mv_F=\hbar k_F$ into the resistivity formula gives

$$\rho_{ph}\lambda=\frac{\hbar k_F}{ne^2},\qquad k_F=(3\pi^2n)^{1/3}.$$

No scattering time is left on the right. For one free electron per copper atom, $n\approx8.5\times10^{28}$ m⁻³ and the product is about 66 µΩ cm nm. Hence $\lambda\approx66/1.68\approx39$ nm at 293 K and $66/0.20\approx330$ nm at 77 K.

At 77 K an electron is indeed much more likely to end its flight at a wall or boundary than at a phonon. But its speed and the distances to those obstacles have not changed, so it does not meet them appreciably more often per second. Their *share* of the scattering rises because the phonon rate falls.

### How good is simple addition?

Walls and grain boundaries treat directions differently. To include this, let $\mu$ be the cosine of the angle between an electron's motion and the line, and let $\Lambda$ be the mean path it has flown since its last randomizing collision. Over that path the field changes its energy by an amount proportional to $\mu\Lambda$, and it carries current in proportion to $\mu$. The conductivity is therefore proportional to $\langle\mu^2\Lambda\rangle$, averaged over directions and positions. In bulk copper $\Lambda=\lambda$ and $\langle\mu^2\rangle=1/3$, so

$$\frac{\sigma}{\sigma_0}=\frac3\lambda\langle\mu^2\Lambda\rangle ,$$

where $\sigma_0=1/\rho_{ph}$ is the bulk conductivity at the same temperature.

**Grain boundaries alone.** In the Mayadas–Shatzkes model the boundary scattering rate per unit path is $1/(g|\mu|)$, with a length $g$ that does not depend on temperature. Adding the rates for each direction, with $\alpha=\lambda/g$,

$$\frac1\Lambda=\frac1\lambda+\frac1{g|\mu|}\quad\Rightarrow\quad\Lambda=\frac{\lambda|\mu|}{|\mu|+\alpha},\qquad\frac{\sigma}{\sigma_0}=3\int_0^1\frac{\mu^3\,d\mu}{\mu+\alpha}.$$

Since $3\int_0^1\mu^2d\mu=1$, we also have $1-\sigma/\sigma_0=3\alpha\int_0^1\mu^2d\mu/(\mu+\alpha)$. The excess resistivity is $\rho_{ph}(\sigma_0/\sigma-1)$, and $\rho_{ph}\alpha=\rho_{ph}\lambda/g$, so

$$\rho_{excess}=\frac{\rho_{ph}\lambda}{g}\,F,\qquad F=\frac{\int_0^1\mu^2d\mu/(\mu+\alpha)}{\int_0^1\mu^3d\mu/(\mu+\alpha)}.$$

$F$ is the inverse of the mean of $\mu$, taken with the weight $\mu^2/(\mu+\alpha)$. For $\alpha\to0$ the weight is $\mu$, the mean is 2/3 and $F=3/2$. For $\alpha\to\infty$ the weight is proportional to $\mu^2$, the mean is 3/4 and $F=4/3$. Raising $\alpha$ shifts weight towards larger $\mu$, so $F$ falls steadily between these limits. In this model, cooling lowers the excess, but by less than one ninth.

A line fitted to 5 µΩ cm at 293 K needs $g=27$ nm. On cooling, $F$ goes from 1.367 to 1.339. The excess becomes $3.32\times1.339/1.367=3.25$, and the line has 3.45 µΩ cm.

**Diffuse walls alone.** Consider first a thick line. An electron at distance $d$ from the wall it has left, with direction cosine $\nu$ to the wall's normal, has $\Lambda=\lambda(1-e^{-d/\nu\lambda})$. Integrated over $d$, the missing path is $\lambda^2\nu$. Half of the electrons are leaving each of the two side walls, so the average loss over the width $w$ is $\lambda^2\langle\mu^2\nu\rangle/w$, with $\nu$ taken positive. Here $\langle\mu^2\nu\rangle=\int_0^1\nu\,\tfrac12(1-\nu^2)\,d\nu=1/8$. The relative loss of conductivity is thus $3\lambda/8w$. Adding the other pair of walls,

$$\rho_{excess}\approx\frac38\,\rho_{ph}\lambda\left(\frac1w+\frac1h\right),$$

which does not depend on temperature.

In the opposite limit, $\lambda\gg w,h$, most flights end at a wall. Let $\ell$ be the distance to the wall measured in the cross-section, and $\theta$ the angle to the line. Then $\Lambda=\ell/\sin\theta$. Since $\langle\mu^2/\sin\theta\rangle=\int_0^{\pi/2}\cos^2\theta\,d\theta=\pi/4$,

$$\frac{\sigma}{\sigma_0}\to\frac{A}{\lambda},\qquad A=\frac{3\pi}4\langle\ell\rangle .$$

I found $\langle\ell\rangle$ for your 1:2 cross-section by sampling random points and directions. It gives an excess 1.16 times the thick-line rule.

As $\lambda$ grows, this factor approaches 1.16 from above. Electrons with $\theta\lesssim\ell/\lambda$ fly nearly along the line and still meet phonons first. At larger angles phonons shorten the path by about $\ell^2/(2\lambda\sin^2\theta)$. Weighted with $\sin\theta\,d\theta$, this produces $\int d\theta/\theta\sim\ln(\lambda/\ell)$. The conductivity ratio is lowered by about $(3\langle\ell^2\rangle/2\lambda^2)\ln(\lambda/\ell)$, and inverting gives

$$\frac{\sigma_0}{\sigma}\approx\frac\lambda A+\frac{3\langle\ell^2\rangle}{2A^2}\ln\frac\lambda\ell .$$

The excess subtracts 1 from this, but for large enough $\lambda$ the logarithm outweighs that 1. The ratio to the thick-line rule therefore starts at 1, rises above 1.16 and comes back down.

A walls-only line of the same shape must measure 14 nm by 28 nm to have 5 µΩ cm at 293 K. Its ratio is 1.260 hot and 1.211 cold. The excess becomes $3.32\times1.211/1.260=3.19$, and the line has 3.39 µΩ cm. The sign is not general: a much wider line starts near ratio 1, and cooling can raise its excess.

**Both together.** With diffuse walls at your actual 30 nm by 60 nm, the fit needs $g=46$ nm. Averaging over all directions then gives 3.50 µΩ cm at 77 K, a gain of 1.43. In the three cases simple addition is off by at most about 4 % of 3.52 µΩ cm.

### Your line beside a real one

Copper wires a few tens of nanometres wide are found in the lower wiring levels of advanced logic chips, and 5 µΩ cm is a rough but reasonable value there. In the Mayadas–Shatzkes model $g=D(1-R)/R$ for grain size $D$ and reflection coefficient $R$. With 30 nm grains, $g=46$ nm means $R=30/(30+46)=0.39$, which is also reasonable.

Real lines run warmer than their bath. Self-heating by 10 K adds 0.07 µΩ cm, about 2 % of the cold value. If the copper could contract freely, by a rough 0.3 %, its length would shrink once and its cross-section twice, which at fixed resistivity would raise the resistance by 0.6 Ω. The electrons would also become denser, which lowers the excess resistivity slightly and offsets most of this. A line held by a chip cannot contract freely, but its dimensions still change by less than 1 %. At 5 GHz the classical skin depth for 3.52 µΩ cm is about 1300 nm, far more than the line's height, so the direct-current value still serves.

Two points need care with measured data:

- The 5 µΩ cm must refer to the copper cross-section. If it was computed from the whole trench, including a poorly conducting liner, the copper itself has a lower resistivity and the gain is larger than 1.42.
- Vias and contacts add resistance of their own, which need not follow the copper.

I have not sized three simplifications: the spherical Fermi surface, the use of one relaxation time for phonon collisions, although a single collision does not fully randomize an electron's direction, and the assumption that phonons scatter as strongly in a narrow line as in bulk copper. The last can be checked by measurement. If it holds, lines of compact cross-section like yours (sides within about 1:2) with different room-temperature resistivities, up to about that of yours, should all lose about 1.5 µΩ cm on cooling to 77 K. Thin, flat lines behave more like films: their wall excess falls markedly on cooling, and they lose more. The direction effects above can add about 0.1 µΩ cm to the drop in your line. In a line of your dimensions, a drop clearly larger than that allows would suggest that the phonon part of the line exceeds the bulk value.

The numerical output below lists the values used here. For your line, plan on about 3.5 µΩ cm ($3.5\times10^{-8}$ Ω m), or roughly 200 Ω.

## Numbers as computed

```
Temperatures: 293 K and 77 K
Bulk copper, hot and cold: 1.68, 0.20 microohm cm
Bulk ratio hot/cold: 8.40
Line at 293 K: 5.00 microohm cm
Phonon part taken away: 1.48 microohm cm
Excess (walls, grains, impurities): 3.32 microohm cm
Line at 77 K, additive: 3.52 microohm cm
Line at 77 K, false bulk-ratio rule: 0.595 microohm cm
Gain hot/cold: 1.420
Reduction: 29.6 %
Gain if no phonons remained: 1.506
Two-clock simulation: 5.00, 3.52 microohm cm
Debye temperature used (rough): 330 K
Bloch-Grueneisen bulk at 77 K: 0.198 microohm cm
Same, Debye 315 K: 0.210 microohm cm
Same, Debye 345 K: 0.186 microohm cm
If proportional to T: 0.442 microohm cm
Lattice constant (rough): 0.3615 nm
Electron density: 8.467e+28 per m3
Fermi wavenumber: 13.58 per nm
Resistivity times mean free path: 65.9 microohm cm nm
Phonon mean free path, hot: 39.2 nm
Phonon mean free path, cold: 330 nm
Gain of a line with 1.68 microohm cm at 293 K: 8.40
Gain of a line with 2.00 microohm cm at 293 K: 3.85
Gain of a line with 3.00 microohm cm at 293 K: 1.97
Gain of a line with 5.00 microohm cm at 293 K: 1.42
Gain of a line with 10.00 microohm cm at 293 K: 1.17
Largest excess for gain 2: 1.280 microohm cm
Largest excess for gain 4: 0.293 microohm cm
Grains only: g = 27.1 nm
Grains only, line at 77 K: 3.45 microohm cm
Grains only, excess*g/(rho*mfp), hot and cold: 1.367, 1.339
Walls only: section 14.1 x 28.1 nm
Walls only, line at 77 K: 3.39 microohm cm
Walls only, excess over thick-line rule, hot and cold: 1.260, 1.211
Same ratio, thin-line limit: 1.160
Both, 30 x 60 nm: g = 46.2 nm
Both: reflection coefficient for 30 nm grains: 0.39
Both, line at 77 K: 3.50 microohm cm
Gains (grains, walls, both): 1.45, 1.47, 1.43
Line length: 10 micrometre
Line resistance at 293 K: 278 ohm
Line resistance at 77 K, additive: 196 ohm
Line resistance at 77 K, false rule: 33 ohm
Self-heating by 10 K at 77 K adds: 0.067 microohm cm
Thermal contraction (rough): 0.3 %
Contraction raises resistance by: 0.6 ohm
Skin depth at 5 GHz, 77 K: 1335 nm
```
